# The LAPW sphere overlap as a single sum over l

A program that sets up the LAPW overlap matrix must evaluate, for each pair of basis functions and each atomic sphere, an integral over the sphere. One choice is to store expansion coefficients for all \(l,m\) and sum their products. The other is to store only quantities that depend on \(l\) and the length of the wave vector, and to obtain the angular dependence from a Legendre polynomial. The second choice replaces \((l_{\max}+1)^2\) terms by \(l_{\max}+1\). The theorem below states when this is allowed and fixes every factor.

## Setting and statement

Rydberg atomic units are used: lengths are in bohr, energies in Ry, and \(H=-\nabla^2+V\). The crystal cell has volume \(\Omega\). A basis function is labelled by \(\mathbf K=\mathbf k+\mathbf G\), with \(\mathbf k\) the Bloch vector and \(\mathbf G\) a reciprocal lattice vector. Between the atomic spheres it is the plane wave \(e^{i\mathbf K\cdot\mathbf r}/\sqrt\Omega\). In a sphere of radius \(R\) centred at \(\boldsymbol\tau\), with \(\boldsymbol\rho=\mathbf r-\boldsymbol\tau\), it is

\[
\phi_{\mathbf K}=\sum_{l=0}^{l_{\max}}\sum_{m=-l}^{l}
\left[A_{lm}(\mathbf K)u_l(\rho)+B_{lm}(\mathbf K)\dot u_l(\rho)\right]Y_{lm}(\hat{\boldsymbol\rho}).
\]

The assumptions are these.

1. The potential that defines \(u_l\) is spherical, and \(u_l\) is the real, regular solution of the nonrelativistic radial equation at an energy \(E_l\) shared by all basis functions.
2. For every energy \(u_l\) is normalized, \(\int_0^R u_l^2r^2dr=1\), and \(\dot u_l=\partial u_l/\partial E\) at \(E_l\). We write \(N_l=\int_0^R\dot u_l^2r^2dr\).
3. For each \(l\le l_{\max}\) and each \(m\), the \(Y_{lm}\) component of \(\phi_{\mathbf K}\) matches that of the plane wave in value and radial slope at \(\rho=R\).

The \(Y_{lm}\) are orthonormal complex spherical harmonics. Let \(K=|\mathbf K|\), let \(\theta\) be the angle between \(\mathbf K\) and \(\mathbf K'\), and let a prime on \(a_l,b_l\) mean that they belong to \(K'\).

**Theorem.** Let \(a_l,b_l\) be the solution of

\[
a_lu_l(R)+b_l\dot u_l(R)=j_l(KR),\qquad
a_lu_l'(R)+b_l\dot u_l'(R)=\left.\frac{d\,j_l(Kr)}{dr}\right|_{R},
\]

where \(j_l\) is the spherical Bessel function and a prime on a radial function means \(d/dr\). Then the sphere contributes to \(\langle\phi_{\mathbf K}|\phi_{\mathbf K'}\rangle\)

\[
S_{\boldsymbol\tau}=\frac{4\pi}{\Omega}e^{i(\mathbf K'-\mathbf K)\cdot\boldsymbol\tau}
\sum_{l=0}^{l_{\max}}(2l+1)P_l(\cos\theta)\left(a_la_l'+N_lb_lb_l'\right).
\]

This is an identity for the truncated function. It is the sphere part of the overlap; the interstitial part is treated after the proof.

## Radial lemma

**Lemma 1.** The functions \(u_l\) and \(\dot u_l\) are orthogonal with weight \(r^2\), and

\[
R^2\left[u_l'(R)\dot u_l(R)-u_l(R)\dot u_l'(R)\right]=1 .
\]

*Proof.* Differentiating the normalization with respect to energy gives \(2\int_0^Ru_l\dot u_lr^2dr=0\), which is the orthogonality. For the second part put \(p=ru_l\) and \(\dot p=r\dot u_l\). The radial equation and its energy derivative are

\[
-p''+\left[\frac{l(l+1)}{r^2}+V-E_l\right]p=0,\qquad
-\dot p''+\left[\frac{l(l+1)}{r^2}+V-E_l\right]\dot p=p .
\]

Multiply the second by \(p\), the first by \(\dot p\), and subtract. The brackets cancel:

\[
\dot p\,p''-p\,\dot p''=p^2,\qquad\text{that is,}\qquad
\frac{d}{dr}\left(\dot p\,p'-p\,\dot p'\right)=p^2 .
\]

Integrate from 0 to \(R\). The right side gives 1 by normalization. At the origin both functions vanish as \(r^{l+1}\), so the lower limit contributes nothing. At \(R\), \(p'=u_l+Ru_l'\) and \(\dot p'=\dot u_l+R\dot u_l'\), hence

\[
\dot p\,p'-p\,\dot p'=R\dot u_l(u_l+Ru_l')-Ru_l(\dot u_l+R\dot u_l')
=R^2(u_l'\dot u_l-u_l\dot u_l').\qquad\blacksquare
\]

The lemma shows that the two matching equations always have one solution, because their determinant is \(-1/R^2\). Write \(j\) for \(j_l(KR)\) and \(j'\) for the \(r\) derivative of \(j_l(Kr)\) at \(R\). Multiplying the slope equation by \(\dot u_l\) and subtracting \(\dot u_l'\) times the value equation removes \(b_l\). Multiplying the value equation by \(u_l'\) and subtracting \(u_l\) times the slope equation removes \(a_l\). In both cases the remaining factor is \(1/R^2\), so

\[
a_l=R^2\left(j'\dot u_l-j\,\dot u_l'\right),\qquad
b_l=R^2\left(u_l'\,j-u_l\,j'\right),
\]

with the radial functions taken at \(R\).

**Remark on conventions.** If the factor \(R^2\) is left out of both coefficients, their products lack \(R^4\), and the prefactor of the theorem becomes \(4\pi R^4/\Omega\). The two forms must not be mixed. With \(H=-\tfrac12\nabla^2+V\) in Hartree units, the same proof gives 2 in place of 1 in Lemma 1, and \(R^2\) becomes \(R^2/2\) in \(a_l\) and \(b_l\). Since \(\dot u_l\) per hartree is twice \(\dot u_l\) per rydberg, \(a_l\) keeps its value, \(b_l\) is halved and \(N_l\) is multiplied by four. The overlap is unchanged.

## Angular lemmas

**Lemma 2 (addition theorem).** For unit vectors \(\mathbf n,\mathbf n'\) at angle \(\theta\),

\[
\sum_{m=-l}^{l}Y_{lm}(\mathbf n)Y_{lm}^*(\mathbf n')=\frac{2l+1}{4\pi}P_l(\cos\theta).
\]

*Proof.* A rotation maps the harmonics of degree \(l\) into one another and preserves their inner products. It therefore acts on the set \(Y_{lm}\), \(m=-l,\dots,l\), by a unitary matrix, and the sum on the left does not change when both vectors are rotated together. Rotate \(\mathbf n'\) to the \(z\) axis. There \(Y_{lm}\) vanishes for \(m\neq0\), and \(Y_{l0}=\sqrt{(2l+1)/4\pi}\). The vector \(\mathbf n\) now has polar angle \(\theta\), so \(Y_{l0}(\mathbf n)=\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)\). The product is the right side. \(\blacksquare\)

**Lemma 3 (Rayleigh expansion).**

\[
e^{i\mathbf K\cdot\boldsymbol\rho}=4\pi\sum_{l=0}^{\infty}\sum_{m=-l}^{l}i^l j_l(K\rho)Y_{lm}^*(\hat{\mathbf K})Y_{lm}(\hat{\boldsymbol\rho}).
\]

*Proof.* Let \(x=K\rho\) and \(t=\hat{\mathbf K}\cdot\hat{\boldsymbol\rho}\). Expand \(e^{ixt}=\sum_lc_l(x)P_l(t)\), with

\[
c_l(x)=\frac{2l+1}{2}\int_{-1}^{1}P_l(t)e^{ixt}dt .
\]

The plane wave obeys \((\nabla^2+K^2)e^{i\mathbf K\cdot\boldsymbol\rho}=0\), and the Laplacian does not mix different \(l\). Each \(c_l\) thus obeys the spherical Bessel equation and is regular at \(x=0\), so it is a constant times \(j_l(x)\). The constant follows from small \(x\). Powers of \(t\) below \(t^l\) are orthogonal to \(P_l\), so the first contribution comes from \((ixt)^l/l!\). The leading coefficient of \(P_l\) is \((2l)!/(2^l l!^2)\), and \(\int_{-1}^1P_l^2dt=2/(2l+1)\), so

\[
\int_{-1}^{1}t^lP_l\,dt=\frac{2^{l+1}(l!)^2}{(2l+1)!},\qquad
c_l\to(2l+1)\,i^lx^l\,\frac{2^l\,l!}{(2l+1)!}=(2l+1)\,i^l\frac{x^l}{(2l+1)!!}.
\]

Since \(j_l(x)\to x^l/(2l+1)!!\), we have \(c_l=(2l+1)i^lj_l(x)\). Lemma 2 turns \((2l+1)P_l(t)\) into \(4\pi\sum_mY_{lm}^*(\hat{\mathbf K})Y_{lm}(\hat{\boldsymbol\rho})\). \(\blacksquare\)

## Proof of the theorem

In the sphere \(\mathbf r=\boldsymbol\tau+\boldsymbol\rho\), so the plane wave carries the factor \(e^{i\mathbf K\cdot\boldsymbol\tau}\). By Lemma 3 its \(Y_{lm}\) component is

\[
\frac{4\pi}{\sqrt\Omega}e^{i\mathbf K\cdot\boldsymbol\tau}i^lY_{lm}^*(\hat{\mathbf K})\,j_l(K\rho).
\]

Everything except \(j_l\) is independent of \(\rho\). The matching conditions are linear, so this factor multiplies the solution \(a_l,b_l\):

\[
\begin{pmatrix}A_{lm}\\B_{lm}\end{pmatrix}
=\frac{4\pi}{\sqrt\Omega}e^{i\mathbf K\cdot\boldsymbol\tau}i^lY_{lm}^*(\hat{\mathbf K})
\begin{pmatrix}a_l\\b_l\end{pmatrix}.
\]

Now integrate \(\phi_{\mathbf K}^*\phi_{\mathbf K'}\) over the sphere. Orthonormality of the \(Y_{lm}\) leaves equal \(l\) and equal \(m\). Of the four radial integrals, \(\langle u_l|u_l\rangle=1\), \(\langle\dot u_l|\dot u_l\rangle=N_l\), and the two mixed ones vanish by Lemma 1. Hence

\[
S_{\boldsymbol\tau}=\sum_{lm}\left[A_{lm}^*(\mathbf K)A_{lm}(\mathbf K')+N_lB_{lm}^*(\mathbf K)B_{lm}(\mathbf K')\right].
\]

Insert the coefficients. The factor \((i^l)^*i^l\) is 1. Complex conjugation turns \(Y_{lm}^*(\hat{\mathbf K})\) into \(Y_{lm}(\hat{\mathbf K})\) and reverses the sign of the first phase:

\[
S_{\boldsymbol\tau}=\frac{16\pi^2}{\Omega}e^{i(\mathbf K'-\mathbf K)\cdot\boldsymbol\tau}
\sum_l(a_la_l'+N_lb_lb_l')\sum_mY_{lm}(\hat{\mathbf K})Y_{lm}^*(\hat{\mathbf K}').
\]

The radial bracket could be taken out of the \(m\) sum because it does not depend on \(m\). Lemma 2 gives the \(m\) sum as \((2l+1)P_l(\cos\theta)/4\pi\), and \(16\pi^2/4\pi=4\pi\). \(\blacksquare\)

If \(\mathbf K=0\), the angle is undefined, but \(j_l(Kr)\) vanishes identically for \(l\ge1\). Then \(a_l=b_l=0\) for these \(l\), and the term with \(P_0=1\) remains.

## Equivalent atoms and cost

For atoms with the same \(R\), \(u_l\) and \(\dot u_l\), the \(l\) sum is common. Their total contribution is this sum, with its prefactor, times the structure factor

\[
F=\sum_{\boldsymbol\tau}e^{i(\mathbf K'-\mathbf K)\cdot\boldsymbol\tau}.
\]

The Legendre polynomials must be evaluated for each pair. A recurrence does this cheaply. Differentiate the generating function \(\sum_lP_l(t)s^l=(1-2ts+s^2)^{-1/2}\) with respect to \(s\) and multiply by \(1-2ts+s^2\):

\[
(1-2ts+s^2)\sum_l lP_ls^{l-1}=(t-s)\sum_lP_ls^l .
\]

The coefficient of \(s^l\) is \((l+1)P_{l+1}-2tlP_l+(l-1)P_{l-1}=tP_l-P_{l-1}\), so

\[
(l+1)P_{l+1}=(2l+1)tP_l-lP_{l-1}.
\]

The work per pair thus grows linearly with \(l_{\max}\), whereas the \(lm\) sum has \(\sum_l(2l+1)=(l_{\max}+1)^2\) terms for each atom. This is a count of terms, not a measured run time. The \(lm\) form is a product of stored matrices, and an efficient matrix routine can offset its larger count in part or, when there are few atoms, in full. The \(l\) form also saves memory: it needs \(a_l,b_l\) for each length \(K\) and type of atom, not \(A_{lm},B_{lm}\) for each \(\mathbf K\) and atom.

## The full overlap

Assume that the spheres do not overlap. The interstitial integral is the integral over the whole cell minus those over the spheres. Over the cell, \(e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}/\Omega\) integrates to \(\delta_{\mathbf K\mathbf K'}\). With \(q=|\mathbf K'-\mathbf K|\), a ball at the origin gives

\[
I(q)=4\pi\int_0^R\frac{\sin qr}{qr}r^2dr
=\frac{4\pi}{q^3}(\sin qR-qR\cos qR)=\frac{4\pi R^2}{q}j_1(qR),
\]

and \(I(0)=4\pi R^3/3\). A ball at \(\boldsymbol\tau\) acquires the same phase as in the theorem. For one type of atom, with \(\sigma\) the \(l\) sum including \(4\pi/\Omega\) but no phase,

\[
\langle\phi_{\mathbf K}|\phi_{\mathbf K'}\rangle=\delta_{\mathbf K\mathbf K'}+F\left[\sigma-\frac{I(q)}{\Omega}\right].
\]

The bracket is the change made by augmentation: the overlap of the augmented functions in a sphere replaces that of the plane waves.

**Free-electron limit.** Let \(V=0\) and \(K^2=K'^2=E_l\) for all \(l\). Then \(u_l\) is proportional to \(j_l(Kr)\), which satisfies both matching equations with \(b_l=0\). Augmentation returns the plane wave, so for \(l_{\max}\to\infty\) the bracket must vanish. For \(E_l=1.5\) Ry, an angle of \(70^\circ\), and the sphere and cell of the example below, the sum up to \(l=12\) and \(I(q)/\Omega\) are both 0.06256393. This limit checks the prefactor \(4\pi/\Omega\) but not the \(N_l\) term, which is absent from it.

## Worked example

Take a cubic cell of side 6 bohr, so \(\Omega=216\) bohr³, with equivalent spheres of radius 2 bohr at the origin and at \((0.4,0.5,0.5)\) times the side. In each sphere \(V=-2Z/r+2Z/R\) with \(Z=4\); all \(E_l=0.5\) Ry and \(l_{\max}=8\). These are model parameters and describe no particular material.

In units of \(2\pi/(6\ \text{bohr})\), choose \(\mathbf K=(1.1,0.2,0.3)\) and \(\mathbf K'=(0.1,1.2,0.3)\). Then

\[
\cos\theta=\frac{0.11+0.24+0.09}{\sqrt{1.34\times1.54}}=0.3063 .
\]

With \(4\pi/\Omega=0.05818\) bohr⁻³, the first terms are as follows. The products \(a_la_l'\) and \(N_lb_lb_l'\) are in bohr³; the last column is dimensionless and includes \(4\pi/\Omega\).

| \(l\) | \(a_la_l'\) | \(N_lb_lb_l'\) | \((2l+1)P_l\) | term |
|---|---|---|---|---|
| 0 | 0.7793 | 0.0010 | 1.0000 | 0.04540 |
| 1 | 0.5556 | 0.1609 | 0.9189 | 0.03830 |
| 2 | 0.1137 | 0.00002 | −1.7964 | −0.01189 |
| 3 | 0.0119 | 0.00001 | −2.7132 | −0.00187 |

For \(l=1\), for instance, \(0.05818\times0.9189\times(0.5556+0.1609)=0.0383\). The \(\dot u_l\) part supplies 22% of this bracket, so \(N_l\) cannot be dropped here. Both \(a_0\) and \(a_0'\) are negative. This has no effect on the overlap: reversing the sign of \(u_l\) reverses \(\dot u_l\), \(a_l\) and \(b_l\) for every \(K\), and the products remain.

The sum up to \(l=8\) is \(\sigma=0.06998\). The phase at the second sphere is \(2\pi(-0.4+0.5)=0.2\pi\), so

\[
F=1+e^{0.2\pi i}=1.8090+0.5878i,\qquad F\sigma=0.1266+0.0411i .
\]

A direct integration over both spheres agrees. In that numerical check the plane wave and its slope are projected on each sphere surface and matched there, so neither Lemma 2 nor Lemma 3 is used.

The plane-wave ball integral is \(I(q)/\Omega=0.05540\), and the full element is

\[
F(0.06998-0.05540)=0.0264+0.0086i .
\]

On the diagonal each sphere contributes 0.2038, while the plane wave alone would give \(I(0)/\Omega=0.1551\). The full diagonal element is \(1+2(0.2038-0.1551)=1.097\). The basis functions are neither normalized nor orthogonal, which is why the eigenvalue problem needs the overlap matrix.

The \(l\) sum has 9 terms for the pair, and the \(lm\) sum has 81 for each sphere.

## What truncation and non-spherical terms change

The terms from \(l=9\) to 12 add only \(6\times10^{-13}\) to \(\sigma\). Yet the truncated functions miss the plane wave on the sphere surface by up to \(1.2\times10^{-4}\) of its amplitude at the points sampled; the maximum over the whole surface is \(1.3\times10^{-4}\) for \(K'\) and \(7.2\times10^{-5}\) for \(K\). The two numbers measure different things. The surface mismatch is linear in the omitted components, while the overlap contains products of two coefficients. This alone does not account for the whole gap, since the square of the sampled mismatch is \(1.4\times10^{-8}\). By the expansion in Lemma 3, an omitted component reaches \((2l+1)|j_l(KR)|\) on the surface along \(\pm\hat{\mathbf K}\), so its square carries \((2l+1)^2\), whereas the overlap term is \((4\pi/\Omega)(2l+1)P_l(\cos\theta)\) times the radial bracket. In addition, the recurrence gives \(P_9(\cos\theta)=0.047\) at this angle, close to a zero, so the leading omitted term is smaller here than it would be at most angles. For \(l=9\) these factors give a ratio of \(19/(0.05818\times0.0475)\approx6.9\times10^{3}\). Two radial factors supply the rest. The bracket \(a_9a_9'+N_9b_9b_9'\) is only 0.39 bohr³ times \(j_9(KR)j_9(K'R)\), and the larger mismatch belongs to \(K'\), with \(j_9(K'R)/j_9(KR)=1.83\). Together they raise the ratio of \([19\,j_9(K'R)]^2\) to the \(l=9\) term, \(5.6\times10^{-13}\), to about \(3\times10^{4}\). A converged overlap sum is therefore no proof that the basis function is continuous to the same accuracy. All these numbers belong to \(KR\approx2.5\), where \(l_{\max}=8\) is far above \(KR\). For \(KR=8\) in the same model, the terms above \(l=8\) add \(1.1\times10^{-3}\) to a one-sphere diagonal sum of 0.178, and the surface mismatch reaches 0.69 of the amplitude.

The reduction to one sum rests on a radial bracket independent of \(m\). It fails if the radial functions depend on \(m\), or if a non-spherical function is inserted in the integral, as happens for the non-spherical part of the potential in the Hamiltonian matrix. Such a function singles out directions in space, so a common rotation of \(\mathbf K\) and \(\mathbf K'\) can change the element although \(K\), \(K'\) and \(\theta\) stay fixed.

The example shows this for the sphere at the origin. The cyclic permutation \((x,y,z)\to(z,x,y)\) of the Cartesian components, which sends \(\mathbf K\) to \((0.3,1.1,0.2)\), rotates both wave vectors together. The overlap is 0.06998 before and after. With the weight \(P_2(\hat\rho_z)\) in the integrand, the element changes from 0.0192 to −0.0087; the other cyclic permutation gives −0.0105. No formula in \(K\), \(K'\) and \(\theta\) alone can give both values, so for such terms the single Legendre sum of the theorem is not available; the coefficients \(A_{lm},B_{lm}\), which retain the directions of \(\mathbf K\) and \(\mathbf K'\), can still be used.

## Values computed for the example and the checks

```
cell side 6.0 bohr, volume 216.0 bohr^3
sphere radius 2.0 bohr, Z 4.0, E_l 0.5 Ry, lmax 8
second centre / side: [0.4 0.5 0.5]
k in units 2pi/side: [0.1 0.2 0.3]
G, G' in units 2pi/side: [1 0 0] [0 1 0]
|K| 1.212219, |K'| 1.299538 bohr^-1
KR 2.424438, K'R 2.599076, cos theta 0.306295
a in bohr^1.5, b in Ry bohr^1.5, N in Ry^-2
l: a, a', b, b'
0: -9.2745e-01 -8.4030e-01 2.5846e-01 5.6373e-02
1: 7.1476e-01 7.7729e-01 -9.5603e-01 -9.0376e-01
2: 3.2211e-01 3.5303e-01 2.4409e-02 9.3721e-02
3: 1.0013e-01 1.1843e-01 3.8187e-02 6.9798e-02
4: 2.5122e-02 3.2052e-02 1.3205e-02 2.3697e-02
5: 5.2250e-03 7.1803e-03 3.1925e-03 5.9388e-03
6: 9.2629e-04 1.3696e-03 6.1873e-04 1.2124e-03
7: 1.4305e-04 2.2739e-04 1.0141e-04 2.1075e-04
8: 1.9571e-05 3.3426e-05 1.4478e-05 3.2026e-05
l: N, P_l, term of the sum with 4pi/Omega
0: 7.0104e-02 1.000000 4.5399e-02
1: 1.8627e-01 0.306295 3.8304e-02
2: 7.5879e-03 -0.359275 -1.1886e-02
3: 1.9246e-03 -0.387604 -1.8725e-03
4: 7.8764e-04 0.061694 2.6019e-05
5: 3.9666e-04 0.344097 8.2632e-06
6: 2.2520e-04 0.141812 1.3608e-07
7: 1.3852e-04 -0.214273 -6.0828e-09
8: 9.0307e-05 -0.247143 -1.5991e-10
sphere l sum, no phase: 0.06997952
tail l=9..12: 6.00e-13
plane-wave ball integral/Omega: 0.05539849
structure factor, two spheres: 1.809017+0.587785j
both spheres, formula: 0.12659414+0.04113293j
both spheres, grid integral: 0.12659414+0.04113293j
full overlap K,K': 0.02637733+0.00857052j
one-sphere diagonal K,K: 0.20381021
full overlap K,K: 1.09733967
terms per pair: l sum 9, lm sum 81
largest formula-grid difference: 3.6e-14
surface mismatch / plane-wave amplitude: 1.2e-04
Wronskian error: 1.3e-13
free case: E 1.5 Ry, angle 70 deg
free l sum 0.06256393, ball/Omega 0.06256393
free case largest |b|: 5.0e-16 Ry bohr^1.5
overlap, pair and turned pair: 0.069980 0.069980
P2-weighted, same pairs: 0.019245 -0.008703
```
